\section*{Estimating Pulse Frequencies That Cool Electrons but Preserve Radicals}

\section{What the dimensions say}

When the power to a low-pressure plasma is switched off, electrons lose energy and radicals lose density. Suppose both losses occur at the walls of a reactor of size $L$, and that diffusion of radicals across the gap is not the slow step. A wall-loss time is then roughly a length divided by a speed, lengthened if a particle reaches or reacts at the wall with reduced probability:
\begin{equation}
 t_{\rm electron}\sim\frac{L}{h u_B},\qquad
 t_{\rm radical}\sim\frac{L}{\gamma\bar v}.
 \label{rough}
\end{equation}
Here $u_B$ is the Bohm speed, at which ions enter the wall sheath, $h$ is the ratio of edge to mean plasma density, $\bar v$ is the mean thermal speed of the radicals, and $\gamma$ is their loss probability per wall collision. Ions set the electron time because a floating wall draws no net current: electrons can leave only as fast as ions do. The ratio of the two times, $hu_B/(\gamma\bar v)$, does not contain $L$ explicitly, though at fixed pressure $h$ can fall as the gap grows.

Take a gap $L=0.1$ m, $h=0.2$, $u_B=2690$ m/s, $\gamma=0.02$ and $\bar v=651$ m/s. Then
\begin{align}
 t_{\rm electron}&\sim\frac{0.1}{0.2\times2690}\ {\rm s}\approx 0.19\ {\rm ms},\\
 t_{\rm radical}&\sim\frac{0.1}{0.02\times651}\ {\rm s}\approx 7.7\ {\rm ms}.
\end{align}
Pulse frequencies between the inverses, about $0.13$ and $5$ kHz, should let the electrons cool while the radicals persist. This leaves open how cold is cold enough, how much radical loss is tolerable, and what the numerical factors are.

\section{Two requirements on the off-time}

Let $f$ be the pulse frequency and $d$ the fraction of each period with power on, so that
\begin{equation}
 t_{\rm off}=\frac{1-d}{f}.
\end{equation}
A frequency is called useful here if, during $t_{\rm off}$, the electron temperature falls from $T_0$ to at most $\theta T_0$, and the mean radical density falls by at most a fraction $\delta$. The example uses $d=0.5$ and $\theta=\delta=0.1$. These are design choices, and the limits depend on them.

The reactor is a wide slab with two floating walls. The plasma is electropositive, with cold ions, Maxwellian electrons of uniform temperature and constant $h$. Each on-phase is assumed to restore $T_0$. Temperatures $T$ and $T_g$ (gas) are energies.

\section{Electron cooling}

\subsection{Energy carried away by each pair}

Ions of mass $M$ leave through both walls with flux $hnu_B$, where $n$ is the mean plasma density and $u_B=\sqrt{T/M}$. Dividing the total flux by the number $nL$ per unit wall area gives the loss rate
\begin{equation}
 \nu_B=\frac{2hu_B}{L}=\nu_0\sqrt{\frac{T}{T_0}},\qquad
 \nu_0=\frac{2h}{L}\sqrt{\frac{T_0}{M}}.
\end{equation}

The sheath is an energy barrier $V_s$ for electrons of mass $m$. A Maxwellian of edge density $n_s$ sends the flux $n_s\sqrt{T/(2\pi m)}\,e^{-V_s/T}$ over it. Equating this to the ion flux $n_s\sqrt{T/M}$ gives
\begin{equation}
 e^{-V_s/T}=\sqrt{\frac{2\pi m}{M}}
 \quad\Longrightarrow\quad
 \frac{V_s}{T}=\frac12\ln\frac{M}{2\pi m}.
\end{equation}

Electrons that cross the barrier arrive with mean normal energy $T$, since the flux-weighted distribution of the remaining normal energy $\epsilon$ is $e^{-\epsilon/T}/T$. The two transverse directions add $T/2$ each, for a total of $2T$. The electrons also supply, through the electric field, the energy gained by the ion: $V_s$ in the sheath and $Mu_B^2/2=T/2$ before it. Heat that the ions give to the gas by collisions before the sheath is neglected. It too would come from the electrons: between mean and edge density the potential falls by about $T\ln(1/h)$, or $1.6T$ for $h=0.2$, so roughly $T$ per pair is left out, which at constant $h$ would make the cooling somewhat faster. With this neglect, each lost pair removes
\begin{equation}
 \alpha T,\qquad \alpha=\frac52+\frac{V_s}{T}.
\end{equation}

\subsection{The cooling law}

With wall losses alone, the particle and energy balances are
\begin{equation}
 \frac{dn}{dt}=-n\nu_B,\qquad
 \frac{d}{dt}\left(\frac32nT\right)=-\alpha Tn\nu_B.
\end{equation}
Expanding the derivative and inserting the particle balance,
\begin{equation}
 \frac32n\frac{dT}{dt}-\frac32Tn\nu_B=-\alpha Tn\nu_B,
\end{equation}
so that
\begin{equation}
 \frac{dT}{dt}=-\kappa\nu_BT,\qquad
 \kappa=\frac23\left(\alpha-\frac32\right).
\end{equation}
The subtraction of $3/2$ has a direct meaning: a departing pair lowers the temperature only by the energy it takes in excess of the average.

Put $y=T/T_0$. Then $dy/dt=-\kappa\nu_0y^{3/2}$, and
\begin{equation}
 \frac{d}{dt}y^{-1/2}=-\frac12y^{-3/2}\frac{dy}{dt}=\frac{\kappa\nu_0}{2}.
\end{equation}
Integrating from $y=1$,
\begin{equation}
 T=T_0\left(1+\frac{\kappa\nu_0t}{2}\right)^{-2}.
 \label{cooling}
\end{equation}
Dividing the density equation by the temperature equation gives $dn/n=dT/(\kappa T)$, hence $n/n_0=(T/T_0)^{1/\kappa}$. Setting $T=\theta T_0$ in \eqref{cooling} gives the cooling time
\begin{equation}
 t_c=\frac{2(\theta^{-1/2}-1)}{\kappa\nu_0}.
 \label{tc}
\end{equation}
The decay is algebraic because colder plasma reaches the wall more slowly. The initial time $1/(\kappa\nu_0)$ alone would understate the wait for deep cooling.

\subsection{Volume losses and their limits}

Let $\nu_{iz}$ be the ionization rate, $E_{iz}$ the ionization energy, and $P_x$ and $P_{el}$ the powers lost per electron in excitation and elastic collisions. The density equation becomes $dn/dt=n(\nu_{iz}-\nu_B)$, and the same expansion gives
\begin{equation}
 \frac{dT}{dt}=-\kappa\nu_BT-\frac23\left[
 \left(E_{iz}+\frac32T\right)\nu_{iz}+P_x+P_{el}\right].
\end{equation}
For $T>T_g$ every added term cools. Then $dy^{-1/2}/dt\ge\kappa\nu_0/2$, and \eqref{cooling} is an upper bound on $T$. The bound fails if superelastic collisions or residual power heat the electrons. It also rests on constant $h$. Where ion collisions set $h$, it falls as the electrons cool, which slows the wall loss and works against the presheath energy neglected above. Equation \eqref{cooling} must also not be continued to temperatures near $T_g$.

\section{Radical decay}

\subsection{Loss at the surface}

Near the wall, a slightly anisotropic Maxwellian of density $N$ with net flux $\Gamma$ has incoming flux $N\bar v/4+\Gamma/2$ and outgoing flux $N\bar v/4-\Gamma/2$. A fraction $\gamma$ of the incoming flux is lost:
\begin{equation}
 \Gamma=\gamma\left(\frac{N\bar v}{4}+\frac\Gamma2\right)
 \quad\Longrightarrow\quad
 \Gamma=sN,\qquad s=\frac{\gamma\bar v}{2(2-\gamma)}.
\end{equation}

\subsection{Mean lifetime in the slab}

Let a uniform source $G$ feed radicals with diffusion coefficient $D$, and measure $x$ from the midplane. In the steady state $DN''=-G$. Symmetry and a wall density $N_s$ give
\begin{equation}
 N(x)=N_s+\frac{G}{2D}\left(\frac{L^2}{4}-x^2\right).
\end{equation}
Each wall receives half the production, so $sN_s=GL/2$. Since the slab average of $x^2$ is $L^2/12$, the average of the bracket is $L^2/6$, and
\begin{equation}
 \tau_w=\frac{\langle N\rangle}{G}=\frac{L^2}{12D}+\frac{L}{2s}.
\end{equation}
The first term is the time to diffuse to the wall, the second the time to react there. At the start of a short interruption the wall flux is still close to the one that balanced the source, so $\tau_w$ is the relevant lifetime. Pumping with time $\tau_p$ adds a second loss rate:
\begin{equation}
 \frac1{\tau_R}\approx\frac1{\tau_w}+\frac1{\tau_p}.
\end{equation}
The sum is approximate because pumping slightly changes the profile. Volume reactions of the radicals are omitted.

With the source off, $dN/dt=-N/\tau_R$ for the mean density, and the fractional drop is $1-e^{-t_{\rm off}/\tau_R}$ whatever the source strength was. Requiring this to be at most $\delta$ gives
\begin{equation}
 t_{\rm off}\le t_r=\tau_R\ln\frac1{1-\delta}.
\end{equation}

\section{The frequency window}

The requirements $t_c\le t_{\rm off}\le t_r$ become
\begin{equation}
 \boxed{\frac{1-d}{\tau_R\ln[1/(1-\delta)]}\le f\le\frac{1-d}{t_c}}
 \label{window}
\end{equation}
The window exists if $t_c\le t_r$. At fixed $T_0$ and lifetimes, the duty shifts both limits by the same factor and cannot open a closed window.

If surface reaction dominates the radical loss, $\tau_R\approx L/(2s)$, and the ratio of the limits is
\begin{equation}
 \frac{f_{\rm high}}{f_{\rm low}}=\frac{t_r}{t_c}\approx
 \frac{\kappa hu_B(T_0)}{2s}\,
 \frac{\ln[1/(1-\delta)]}{\theta^{-1/2}-1}.
\end{equation}
At fixed $T_0$ and $h$ the gap cancels, as the opening argument found. If diffusion dominates instead, $\tau_R\approx L^2/(12D)$ while $t_c\propto L$, so at fixed $T_0$, $h$ and $D$ a larger gap raises the ratio of the limits in proportion to $L$, although both limits move to lower frequency. In a reactor at fixed pressure $h$ falls as the gap grows, so the ratio rises more slowly than $L$.

\section{Worked example}

The parameters describe a model gas: $T_0=3$ eV, $M=40$ u, radicals of mass 20 u, gas at 400 K and 1 Pa, $D=2$ m$^2$/s and $\tau_p=0.1$ s, with the other values as above.

For the electrons, $V_s/T=4.68$ and $\alpha=7.18$, so $\kappa=\frac23(7.18-1.5)\approx3.79$. The initial loss rate is $\nu_0=2(0.2)(2690)/0.1\approx1.08\times10^4$ s$^{-1}$, and $1/(\kappa\nu_0)=24.5\ \mu$s. Hence
\begin{equation}
 t_c=2(24.5\ \mu{\rm s})(3.162-1)\approx106\ \mu{\rm s},\qquad
 f_{\rm high}=\frac{0.5}{106\ \mu{\rm s}}\approx4.7\ {\rm kHz}.
\end{equation}

For the radicals, $s=3.29$ m/s. The diffusion and surface times are $0.42$ and $15.2$ ms, so $\tau_w=15.6$ ms, and pumping reduces this to $\tau_R=13.5$ ms. Then
\begin{equation}
 t_r=(13.5\ {\rm ms})\ln\frac1{0.9}\approx1.42\ {\rm ms},\qquad
 f_{\rm low}=\frac{0.5}{1.42\ {\rm ms}}\approx0.35\ {\rm kHz}.
\end{equation}
The geometric mean of the limits, about $1.3$ kHz, is a reasonable first setting.

A numerical solution of the periodically driven diffusion equation gives radical drops of 10\% at the lower limit, 2.8\% at the geometric mean and 0.8\% at the upper limit. Well outside the window one of the two requirements fails. At one tenth of the lower limit the radicals drop by 65\%. At ten times the upper limit the wall law leaves the electrons at 2.0 eV.

\subsection{How firm is the upper limit?}

With model excitation, ionization and elastic losses included, the time to half temperature falls from 20 to 8 $\mu$s, but the time to $0.1T_0$ falls only from 106 to 90 $\mu$s. About 12 of the 16 $\mu$s saved are gained before $T$ has halved. With only high-threshold inelastic channels, the volume losses mainly shorten the early stage. A molecular feed gas adds vibrational losses with thresholds of tenths of an eV, which act in the late stage and can raise the upper limit considerably.

A depleted high-energy electron tail could act the other way, because a smaller sheath drop would then suffice to balance the ion flux. Halving $V_s$, with the other wall terms unchanged, lowers the upper limit to $2.8$ kHz. This is a sensitivity estimate, not a kinetic calculation, and the suggested $1.3$ kHz remains below it.

\subsection{Electrons left for the next pulse}

After $t_c$ the temperature stays below $\theta T_0$, so the loss rate is at most $\nu_0\sqrt\theta$. Therefore, for $t_{\rm off}\ge t_c$,
\begin{equation}
 \frac{n}{n_0}\ge\theta^{1/\kappa}
 \exp[-\nu_0\sqrt\theta\,(t_{\rm off}-t_c)].
\end{equation}
At the geometric mean, $t_{\rm off}=389\ \mu$s and the bound is $0.544\,e^{-0.96}\approx0.21$. The calculation with volume losses gives 0.36, but by then its electrons have cooled to about the gas temperature, where the assumption of cold ions fails, so this figure is only approximate. Attachment or volume recombination would invalidate the bound, and surviving electrons do not by themselves guarantee reignition.

\subsection{When the window closes}

More reactive walls shorten $\tau_R$. Closure occurs at $\tau_R=t_c/\ln(1/0.9)\approx1.01$ ms. Removing the pumping rate gives $\tau_w\approx1.02$ ms, and subtracting the diffusion time leaves $L/(2s)\approx0.60$ ms, or $s\approx83$ m/s. Solving the surface formula for $\gamma$,
\begin{equation}
 \gamma=\frac{4s}{\bar v+2s}\approx\frac{333}{651+167}\approx0.41.
\end{equation}
Above this value no frequency meets both demands if the electrons cool by wall losses alone. With the 90 $\mu$s found for the model volume losses, the same steps give $\gamma\approx0.51$. For $\gamma=1$ the slab calculation gives a 17\% drop even at the upper limit. These figures are approximate, since the assumption of slight anisotropy is already strained at $\gamma\approx0.41$, where the net flux is half of $N\bar v/4$, and fails at a fully absorbing wall.

\section{Comparison with the first estimate}

The dimensional estimate gave $0.13$ to $5$ kHz; the controlled one gives $0.35$ to $4.7$ kHz. The close upper limits result from compensating factors. The time $t_c$ is 0.57 of $L/(hu_B)$, while the duty contributes a factor 0.5 to the frequency, so the limit changes by $0.5/0.57\approx0.88$.

At the lower limit, $\tau_R$ is about 1.8 times $L/(\gamma\bar v)$, which alone would lower the frequency. The 10\% tolerance allows an off-time of only $0.105\,\tau_R$, which raises it. With the duty, the net factor is $0.5/(0.105\times1.76)\approx2.7$. The gap and the wall speeds set the scale of the window, and the chosen tolerances fix much of its width. The numerical output follows.

\section*{Computed values}
\begin{verbatim}
Gap: 0.1 m
Ion mass: 40 u
Radical mass: 20 u
Initial electron temperature: 3 eV
Gas temperature: 400 K
Gas temperature as energy: 0.03447 eV
Gas pressure: 1 Pa
Gas density: 1.811e+20 m^-3
Edge-to-mean density ratio: 0.2
Radical wall-loss probability: 0.02
Radical diffusion coefficient: 2 m^2/s
Pumping time: 0.1 s
Duty: 0.5
Temperature target theta: 0.1
Allowed radical drop delta: 0.1
Excitation energy: 10 eV
Ionization energy: 15 eV
Excitation prefactor: 1e-14 m^3/s
Elastic rate coefficient: 1e-13 m^3/s
Initial Bohm speed: 2690 m/s
Initial ion wall-loss rate: 1.076e+04 s^-1
Sheath drop / temperature: 4.68
Pair energy / temperature alpha: 7.18
Cooling factor kappa: 3.786
Initial cooling time 1/(kappa nu0): 24.54 us
Wall-only time to half temperature: 20.33 us
Wall-only time to target: 106.1 us
With volume losses, time to half: 8.383 us
With volume losses, time to target: 90.23 us
Electron fraction at wall-only target: 0.5444
Radical mean speed: 650.7 m/s
Radical mean free path 3D/speed: 0.00922 m
Radical surface speed: 3.287 m/s
Diffusion part of lifetime: 0.4167 ms
Surface part of lifetime: 15.21 ms
Radical wall lifetime: 15.63 ms
Radical lifetime with pumping: 13.52 ms
Radical / initial cooling time: 550.7
Longest off-time for radicals: 1.424 ms
Lower frequency: 351.1 Hz
Upper frequency: 4711 Hz
Upper / lower frequency: 13.42
Geometric-mean frequency: 1286 Hz
Off-time at geometric mean: 388.8 us
Slab radical drop at lower limit: 0.09999
Slab radical drop at geometric mean: 0.02835
Slab radical drop at upper limit: 0.007822
Slab drop at lower limit / 10: 0.6513
Wall-only temperature at 10 x upper limit: 2.028 eV
Electron survival lower bound at mean: 0.2081
Electron survival with volume losses: 0.3605
Upper frequency with half sheath drop: 2770 Hz
Critical wall-loss probability: 0.4072
Slab drop at critical probability: 0.09943
Slab drop at upper limit, gamma = 1: 0.1653
Late / mean wall lifetime at critical: 1.037
\end{verbatim}
